\section*{Oxidation state and atomic charge in a polar-bond model of precursors}

\section*{Two different counts}

\textbf{Q:} I am setting up an electrostatic picture of a silicon tetrachloride molecule approaching a growing film. Silicon is in oxidation state four. It has therefore given away four electrons, and I put a charge of $+4e$ on it. Is there anything to discuss?

\textbf{A:} The word ``therefore''. The oxidation state comes from a rule: take each bond, find the atom with the larger share of the bonding pair, and credit that atom with both electrons. The result is an integer because the rule rounds each share up or down. An atomic charge asks how much of the electron density belongs to the atom, without rounding.

\textbf{Q:} If chlorine attracts electrons strongly enough, the rounding should hardly matter.

\textbf{A:} That can be calculated. Give each of the four bonds two orbitals: a hybrid $|M\rangle$ on the centre, with energy $E_M$, and an orbital $|L\rangle$ on the ligand, with energy $E_L$. Take them orthonormal, and set
\begin{equation}
D=E_M-E_L>0,\qquad \langle M|H|L\rangle=-t,\qquad t>0 .
\end{equation}
Two electrons occupy each bond. The neutral starting point has one in each orbital, so the centre starts with four valence electrons. Ligand lone pairs are full and, for now, inert. Electrons move independently in fixed levels. Energies are in eV and charges in units of $e$.

\textbf{Q:} Why may I treat the four bonds separately?

\textbf{A:} Let $\mathbf n_i$ be the unit vectors towards the corners of a tetrahedron, with $\mathbf n_i\cdot\mathbf n_j=-1/3$ for $i\neq j$. The hybrids are $h_i=\tfrac12(s+\sqrt3\,\mathbf n_i\cdot\mathbf p)$, and
\begin{equation}
\langle h_i|h_j\rangle=\tfrac14(1+3\,\mathbf n_i\cdot\mathbf n_j)=\delta_{ij}.
\end{equation}
If $s$ and $p$ have the same energy, the Hamiltonian does not couple different hybrids. Assume also that each hybrid couples only to its own ligand and that ligands do not couple to each other. Then the molecule is four copies of one bond. I shall relax the first assumption later.

\section*{How much of each electron moves}

\textbf{Q:} Then solve one bond.

\textbf{A:} Measure energy from the mean level. In the order $(M,L)$,
\begin{equation}
H=\begin{pmatrix} D/2&-t\\-t&-D/2\end{pmatrix},\qquad
E^2-\frac{D^2}{4}-t^2=0 .
\end{equation}
The roots are $\pm R$ with $R=\sqrt{D^2/4+t^2}$. Both electrons enter the lower orbital $c_M|M\rangle+c_L|L\rangle$ at $-R$. The second row of the eigenvalue equation gives
\begin{equation}
-t\,c_M-\frac D2c_L=-R\,c_L
\quad\Rightarrow\quad \frac{c_M}{c_L}=\frac{R-D/2}{t}.
\end{equation}
Normalization, together with $t^2=(R-D/2)(R+D/2)$, gives
\begin{align}
c_L^2&=\frac{t^2}{t^2+(R-D/2)^2}
=\frac{(R-D/2)(R+D/2)}{(R-D/2)\,2R}
=\frac{1+a}{2},\\
a&=\frac{D}{2R}=\frac{D}{\sqrt{D^2+4t^2}} .
\end{align}
The populations are $n_L=2c_L^2=1+a$ and $n_M=1-a$. Starting from one electron in each orbital, $a$ electrons have moved. The charge of the centre is
\begin{equation}
Q_M=4-4n_M=4a=\frac{4D}{\sqrt{D^2+4t^2}} .
\label{eq:charge}
\end{equation}
For finite $D$ and nonzero $t$ this is less than four.

\textbf{Q:} Could the populations have been obtained without the orbital coefficients?

\textbf{A:} Yes. The bond energy is $E_{\rm tot}=E_M+E_L-2R$. Raising $E_M$ at fixed $E_L$ and $t$ costs energy in proportion to the electrons on the centre:
\begin{equation}
n_M=\frac{\partial E_{\rm tot}}{\partial E_M}
=1-2\frac{\partial R}{\partial D}=1-\frac{D}{2R}=1-a .
\end{equation}

\textbf{Q:} An electron is indivisible. What does half a transferred electron mean?

\textbf{A:} It is an average. In this state the chance of finding both electrons on the ligand is $c_L^4$, and of finding both on the centre, $c_M^4$. The first case is a transfer of $+1$, the second of $-1$, and one electron on each side is a transfer of zero. The mean is
\begin{equation}
c_L^4-c_M^4=\frac{(1+a)^2-(1-a)^2}{4}=a .
\end{equation}

\textbf{Q:} Give me numbers for a molecule like mine.

\textbf{A:} Take $D=5$ eV and $t=4$ eV as round, rough values. Then
\begin{equation}
a=\frac{5}{\sqrt{25+64}}=\frac{5}{9.434}=0.530,
\qquad Q_M=4(0.530)=2.12 .
\end{equation}
The centre keeps 1.88 of its four valence electrons. The ligand has the larger share of every bond, 1.53 electrons against 0.47, so the oxidation state is $+4$.

\section*{What mixing has to do with it}

\textbf{Q:} You blame covalency, but perhaps the ligand is just not attractive enough.

\textbf{A:} Both matter, through the ratio $D/t$. Covalency can be measured by the bond order, the off-diagonal element of the density matrix:
\begin{equation}
P=2c_Mc_L=\sqrt{(1-a)(1+a)}=\sqrt{1-a^2}
=\frac{2t}{\sqrt{D^2+4t^2}} .
\end{equation}
Hence $Q_M=4\sqrt{1-P^2}$ for $D>0$. In this model a charge of four requires zero bond order. The example has $P=0.848$.

If $t=0$, the lower orbital is purely the ligand's, and $Q_M=4$. For small $x=4t^2/D^2$ we have $a=(1+x)^{-1/2}=1-x/2+3x^2/8-\dots$, so
\begin{equation}
4-Q_M=\frac{8t^2}{D^2}-\frac{24t^4}{D^4}+\dots
\end{equation}
The leading term is useless for our example: it exceeds four, because $D$ is not large compared with $t$. In the opposite limit, $D\ll t$, the charge is $Q_M\simeq2D/t$. It can be as small as you like while the oxidation state is still $+4$. At $D=0$ the shares are equal and the rule has no winner.

\textbf{Q:} How attractive must the ligand be before my $+4$ is nearly right?

\textbf{A:} Ask for only 0.1 electron left on the centre, so $a=1-0.1/4=0.975$. From $a^2(D^2+4t^2)=D^2$,
\begin{equation}
D=\frac{2ta}{\sqrt{1-a^2}}=35.1\ \text{eV}
\end{equation}
at fixed $t=4$ eV. That is seven times the example's level difference.

\textbf{Q:} Electrons repel each other. Does the link between mixing and fractional transfer survive that?

\textbf{A:} At $t=0$ it can be checked for one isolated bond. Let $U_M$ and $U_L$ be the repulsions of two electrons in the same orbital, $W_{ML}$ that between the two orbitals, and $D_0$ the bare level difference. Relative to one electron on each side, the two doubly occupied states have energies
\begin{align}
E_{LL}&=-D_0+U_L-W_{ML}=-D+U_b,\\
E_{MM}&=D_0+U_M-W_{ML}=D+U_b,
\end{align}
where
\begin{equation}
D=D_0-\frac{U_L-U_M}{2},\qquad U_b=\frac{U_M+U_L}{2}-W_{ML}.
\end{equation}
For positive $D$ and $U_b$, one electron moves if $D>U_b$ and none if $D<U_b$. Without mixing, the transfer is an integer either way, apart from the degenerate point $D=U_b$. Repulsion may change which integer it is.

This also shows where formula \eqref{eq:charge} fails. Stretch the isolated bond until $t$ and $W_{ML}$ vanish. The independent-electron formula predicts full transfer. With $U_M=7$ eV and $U_L=9$ eV, however, $U_b$ tends to 8 eV, which is more than $D=5$ eV, and the fragments are neutral.

\section*{What the oxidation state still tells you}

\textbf{Q:} Suppose two chlorides are replaced by ligands that attract electrons more strongly. If the charge of silicon rises, has silicon been oxidized?

\textbf{A:} Not by this count. Give the new bonds $D=7$ eV, and hold $t$ and the other two bonds fixed. Each new bond transfers $7/\sqrt{49+64}=0.659$ electron, so
\begin{equation}
Q_M=2(0.530)+2(0.659)=2.38 .
\end{equation}
The charge rises by about 0.26, but every bonding pair still leans towards its ligand. The oxidation state remains $+4$. It records which way the pairs lean; the charge records how far.

\textbf{Q:} Can I read the direction from the molecular orbitals of a calculation?

\textbf{A:} Use localized bond orbitals. To see why, let the centre's $s$ and $p$ levels differ by $G=E_p-E_s$. The hybrid energy is $(E_s+3E_p)/4$, so $s$ lies $3G/4$ below it and $p$ lies $G/4$ above. Since $s=\tfrac12\sum_ih_i$, it couples to the ligand combination $\tfrac12\sum_il_i$ with strength
\begin{equation}
\tfrac14\sum_{ij}\langle h_i|H|l_j\rangle=\tfrac14\cdot4(-t)=-t .
\end{equation}
Similarly $p_x=\tfrac{\sqrt3}{2}\sum_in_{ix}h_i$ couples to $\tfrac{\sqrt3}{2}\sum_in_{ix}l_i$. Because $\sum_in_{ix}^2=4/3$, the strength is $\tfrac34\cdot\tfrac43(-t)=-t$ again. There are still four two-level problems, now with two level differences. Writing $a(D,t)$ for the earlier function,
\begin{equation}
Q_M=a\!\left(D-\tfrac{3G}{4},t\right)+3a\!\left(D+\tfrac G4,t\right).
\end{equation}
For $G=7$ eV the differences are $-0.25$ and $6.75$ eV, and $Q_M=-0.031+3(0.645)=1.90$.

The negative first term is the trap. The fully symmetric bonding orbital has a weight of 0.516 on the centre. In this example, assigning delocalized orbitals by majority would give the centre two electrons and an oxidation state of $+2$. Four equivalent localized orbitals share the centre's $4-Q_M$ electrons equally, so each has a centre weight of $(4-Q_M)/8$. This is below one half whenever $Q_M>0$, and the count is $+4$.

\section*{How firm is the number 2.12?}

\textbf{Q:} Then I replace $+4$ by $+2.12$ in my electrostatic picture.

\textbf{A:} I would not. First, the number depends on how density is divided between atoms. Suppose the orthonormal orbitals were made by symmetric (L\"owdin) orthogonalization of atomic orbitals with overlap $S$. Write
\begin{equation}
\mathbf S^{1/2}=\begin{pmatrix}u&v\\v&u\end{pmatrix},\quad
u^2+v^2=1,\quad 2uv=S,\quad u^2-v^2=\sqrt{1-S^2}.
\end{equation}
The coefficients in the atomic orbitals are $\mathbf d=\mathbf S^{-1/2}\mathbf c$. The Mulliken population of the ligand is
\begin{equation}
2d_L(\mathbf S\mathbf d)_L
=\frac{2(uc_L-vc_M)(uc_L+vc_M)}{\sqrt{1-S^2}}
=\frac{2(u^2c_L^2-v^2c_M^2)}{\sqrt{1-S^2}} ,
\end{equation}
and that of the centre has $M$ and $L$ exchanged. The transfer is half their difference:
\begin{equation}
a_{\rm Mulliken}=\frac{(u^2+v^2)(c_L^2-c_M^2)}{\sqrt{1-S^2}}
=\frac{a}{\sqrt{1-S^2}} .
\end{equation}
For $S=0.4$ the same wavefunction has a L\"owdin charge of 2.12 and a Mulliken charge of 2.31. If $a^2>1-S^2$, the Mulliken transfer even exceeds one electron per bond. The bound $Q_M<4$ therefore belongs to the orthonormal partition.

\textbf{Q:} And second?

\textbf{A:} The ligand lone pairs are not inert. Let the two lone-pair $p$ orbitals of each ligand, perpendicular to its bond and at energy $E_L$, couple to the centre's $p$ orbitals with strength $t_\pi$. For $p_x$ the squared couplings add to
\begin{equation}
t^2+t_\pi^2\sum_i(1-n_{ix}^2)=t^2+\tfrac83t_\pi^2 .
\end{equation}
All these ligand orbitals have the same energy, so $p_x$ sees one combination with this total strength. The combinations left over are full and have no weight on the centre. With $t_\pi=1$ eV and degenerate $s$ and $p$, the effective coupling is $\sqrt{18.67}=4.32$ eV in the three $p$ channels, and $Q_M=0.530+3(0.501)=2.03$. Donation returns some electron density to the centre and so lowers its positive charge.

\textbf{Q:} Surely a charged centre also holds its remaining electrons more tightly.

\textbf{A:} Yes. With the repulsions chosen below this is the largest of the effects I size singly, but its size depends strongly on those values. Let each bond transfer $q$. In mean field the repulsion within a bond is
\begin{equation}
U_M\frac{(1-q)^2}{4}+U_L\frac{(1+q)^2}{4}+W_{ML}\frac{1-q^2}{2}
=\text{const}+\frac{U_L-U_M}{2}q+\frac{U_b}{2}q^2 .
\end{equation}
The linear term is already contained in $D$, which now means the level difference at $q=0$. Two different bonds, each with $+q$ on the centre and $-q$ on its ligand, interact with energy $q^2(U_M-2W_{ML}+W_{LL})$, where $W_{LL}$ is the repulsion between two ligands. There are six pairs of bonds, or $3/2$ per bond. The energy per bond is thus
\begin{equation}
\varepsilon(q)=-Dq-2t\sqrt{1-q^2}+\tfrac12Kq^2,\qquad
K=U_b+3(U_M-2W_{ML}+W_{LL}).
\end{equation}
The first term is $(D/2)(n_M-n_L)$, and the second is $-2tP$. Setting the derivative to zero,
\begin{equation}
D-Kq=\frac{2tq}{\sqrt{1-q^2}}
\quad\Rightarrow\quad
q=\frac{D-Kq}{\sqrt{(D-Kq)^2+4t^2}} .
\end{equation}
It is the old formula with a level difference that shrinks as charge moves.

For distance $r$ I use the Ohno interpolation $W(r)=C/\sqrt{r^2+(C/\bar U)^2}$, with $C=e^2/(4\pi\epsilon_0)$ and $\bar U$ the mean on-site repulsion of the two atoms. A bond length of 0.20 nm gives $W_{ML}=5.35$ eV. The ligands are $\sqrt{8/3}$ times farther apart, and $W_{LL}=3.96$ eV. Then $U_b=8-5.35=2.65$ eV and $K=3.4$ eV. The solution has $D-Kq=3.60$ eV and $Q_M=1.64$. This value is fragile, because $U_M-2W_{ML}+W_{LL}\approx0.26$ eV is a small difference of large terms: with $U_M=6$ eV and the same $D$, $K$ falls to about 1.0 eV and $Q_M=1.96$, a smaller drop than the $s$--$p$ splitting gave. If your $D$ and $t$ were both taken from the charged molecule itself, the feedback is already in them and must not be added again. They must be taken as a pair: the Hartree--Fock matrix of this model has the diagonal difference $D-(K-W_{ML})q=5.79$ eV and the coupling $t+W_{ML}P/2=6.44$ eV, which give the same $q$.

\textbf{Q:} Mean field may exaggerate the ionic part. What about correlation?

\textbf{A:} Solve the two electrons of each bond without the mean-field approximation, keeping the other three bonds as a mean field. Their field makes the level difference $D'=D-(K-U_b)q$. The singlet states $LL$, $(ML+LM)/\sqrt2$ and $MM$ have energies $-D'+U_b$, $0$ and $D'+U_b$. The middle state couples to each of the others with $-2t/\sqrt2=-\sqrt2\,t$. With $q$ the probability of $LL$ minus that of $MM$, self-consistency gives $Q_M=1.59$, slightly below the mean-field 1.64.

\textbf{Q:} My reactor is hot. Does temperature matter?

\textbf{A:} At 700 K, $k_BT=0.060$ eV, while the gap between bonding and antibonding levels is $2R=9.43$ eV, or 156 $k_BT$. Lifting a lone-pair electron from $E_L$ to the antibonding level costs less, $R+D/2=7.2$ eV without $s$--$p$ splitting, but this is still about 120 $k_BT$. With the splitting of 7 eV used above, the symmetric antibonding level lies 3.9 eV above $E_L$, or 64 $k_BT$. Thermal promotion is negligible. In the fixed-level model, a change of bond length does more. Assume $t\propto r^{-2}$, hold $D$ fixed, and change all four bond lengths together by 0.005 nm. This is a rough thermal amplitude for a single bond; the four bonds do not move in step, so the thermal swing of the charge is smaller than this estimate. The charge is 2.04 for the short bond and 2.20 for the long one, since a longer bond mixes less. Do not carry this trend over to the real molecule: a longer bond also weakens the attraction between the separated charges, which works against the transfer.

\textbf{Q:} How does all this compare with real silicon tetrachloride?

\textbf{A:} The bond length of about 0.20 nm is realistic. The energies are illustrative, chosen so that $D$ and $t$ are comparable. They are neither fitted nor measured, and 700 K is a rough process temperature. Varying $D$ and $t$ by 20 percent moves $Q_M$ between 1.54 and 2.74. The assumption of fixed levels is broken in the real molecule: if 5 eV is the neutral-atom difference, feedback with the repulsions chosen above lowers the charge by 0.48, or 23 percent of 2.12. Splitting, lone-pair donation and feedback together give 1.4 in the model, which is not a prediction for the real molecule, if the level shift $Kq$ found for equivalent bonds is applied to all ligand orbitals and correlation is left out. Coupling between ligands, the ligand $s$ orbitals and further orbitals on the centre are not sized here. A transition-metal precursor, with $d$ orbitals in its bonds, needs a different set of centre orbitals.

\textbf{Q:} So what do I put on the silicon atom?

\textbf{A:} For the field outside the molecule, no single number will do. In a regular tetrahedral molecule the total charge, the dipole and the quadrupole all vanish. The weak field that remains also depends on how unevenly the density is spread around each chlorine, which a charge at its centre cannot describe. Use the calculated electrostatic potential itself, or a fit that includes atomic dipoles and quadrupoles, and compare the fit with that potential. For counting electrons in a surface reaction, keep $+4$. The numerical output below writes $Q$ for my $Q_M$; none of the values of $Q$ printed there is near four. To come near four at fixed $t$, we had to raise the level difference to 35.1 eV.

\section*{Numbers as computed}
\begin{verbatim}
level difference D = 5.0 eV
coupling t = 4.0 eV
bonding level from mean = -4.717 eV
bonding-antibonding gap 2R = 9.434 eV
ligand population per bond = 1.530 electrons
centre population per bond = 0.470 electrons
transfer per bond a = 0.530 electrons
bond order P = 0.848 (no unit)
centre charge Q = 2.120 e
electrons left on centre = 1.880
oxidation state = +4
D leaving 0.1 electron on centre = 35.1 eV
Q range, D and t varied 20% = 1.54 to 2.74 e
new ligand D = 7.0 eV
new ligand transfer = 0.659 electrons
Q after exchange of two ligands = 2.377 e
oxidation state after exchange = +4
-- neglected effects, one at a time --
s-p splitting G = 7.0 eV
Q with s-p splitting = 1.903 e
oxidation state with splitting = +4
centre weight, symmetric orbital = 0.516
lone-pair coupling t_pi = 1.0 eV
Q with lone-pair donation = 2.033 e
overlap S = 0.4 (no unit)
Q by Mulliken = 2.313 e
Q by Loewdin = 2.120 e
repulsion U_M, U_L = 7.0, 9.0 eV
bond length = 0.20 nm
repulsion W_ML, W_LL = 5.352, 3.959 eV
bond repulsion U_b = 2.648 eV
feedback constant K = 3.417 eV
D after feedback = 3.598 eV
Q with feedback = 1.641 e
Q with feedback and correlation = 1.591 e
temperature = 700 K, kT = 0.0603 eV
gap / kT = 156 (no unit)
bond-length amplitude = 0.005 nm
Q at short, long bond = 2.043, 2.196 e
-- splitting, donation and feedback together --
Q joint estimate = 1.435 e
\end{verbatim}
